# Conserved Charge Offset and Stability of an Inductor–Capacitor–Memristor Loop, part 2

A linear inductor $L>0$, a linear capacitor $C>0$ and a charge-controlled memristor form a closed series loop without a source. The question is when its rest state is stable, and how fast disturbances decay. The capacitor charge is $x$, the current is $i=\dot x$ (a dot is a time derivative), and the memristor has charge $q_m$, continuous memristance $M(q_m)$ and voltage $M(q_m)i$. Kirchhoff's voltage law reads

$$
L\,\dot i+M(q_m)i+\frac{x}{C}=0. \tag{4}
$$

Since also $\dot q_m=i$, the offset $q_0=q_m-x$ is conserved, and

$$
L\,\dot i=-M(x+q_0)i-\frac xC. \tag{23}
$$

With $i=\dot x$ this is a Liénard equation for $x$. The equilibrium is $x=i=0$. Write $M_0=M(q_0)$, $\omega_0=1/\sqrt{LC}$ and $Z=\sqrt{L/C}$. The small-motion rates have negative real parts if and only if $M_0>0$; when they are complex, the amplitude decays at the rate $M_0/(2L)$.

The stored energy and its derivative are

$$
W=\frac12Li^2+\frac{x^2}{2C}, \tag{24}
$$

$$
\dot W=i(L\,\dot i)+\frac{x\dot x}{C}
=i\left(-Mi-\frac xC\right)+\frac{xi}{C}=-M(x+q_0)i^2. \tag{25}
$$

Let $M_0>0$, and choose $r>0$ such that $M(x+q_0)>0$ in the strip $|x|<r$. A start inside this strip with

$$
W(0)<\frac{r^2}{2C} \tag{26}
$$

is trapped: the solution exists for all later times and satisfies

$$
|x(t)|\le\rho,\qquad \rho=\sqrt{2CW(0)}<r. \tag{27}
$$

The example uses $M(q)=-a+bq^2$ with $a=100$ Ω, $b=0.0100\ \Omega/\mathrm{nC}^2$, $q_c=\sqrt{a/b}=100$ nC, $L=10$ mH and $C=100$ nF, so that $Z=316$ Ω. At $q_0=150$ nC, $M_0=125$ Ω and the period of small oscillations is 202.7 μs.

### Proof of exponential decay

Equation (25) gives $\dot W=0$ whenever the current passes through zero, so by itself it does not supply a decay rate. A small cross term removes this difficulty. For a nonzero start, let $m$ and $\bar m$ be the least and greatest values of $M(x+q_0)$ for $|x|\le\rho$. This closed interval lies inside the strip, so $m>0$. Define

$$
V=W+\varepsilon Lxi,\qquad
\varepsilon=\frac{m}{2L+\bar m^2C}. \tag{28}
$$

The constant $\varepsilon$ is a rate. The derivative of the cross term follows from the product rule and (23):

$$
\frac{d}{dt}(Lxi)=Li^2+x(L\,\dot i)=Li^2-Mxi-\frac{x^2}{C}. \tag{29}
$$

The last term supplies the missing decay when $i=0$. The middle term may have either sign. To bound it, expand a square:

$$
0\le\left(\frac{x}{\sqrt C}+M\sqrt C\,i\right)^2
=\frac{x^2}{C}+2Mxi+M^2Ci^2, \tag{30}
$$

so that $-Mxi\le x^2/(2C)+M^2Ci^2/2$. Combining (25), (29) and this inequality, with $m\le M\le\bar m$, gives

$$
\dot V\le-\left(m-\varepsilon L-\frac{\varepsilon\bar m^2C}{2}\right)i^2
-\frac{\varepsilon x^2}{2C}. \tag{31}
$$

The choice of $\varepsilon$ makes $\varepsilon(L+\bar m^2C/2)=m/2$, so the bracket equals $m/2$. The definition also gives $\varepsilon\le m/(2L)$, and therefore $m/2\ge\varepsilon L\ge\varepsilon L/2$. Hence

$$
\dot V\le-\frac m2i^2-\frac{\varepsilon x^2}{2C}
\le-\varepsilon\left(\frac{Li^2}{2}+\frac{x^2}{2C}\right)=-\varepsilon W. \tag{32}
$$

It remains to compare $V$ with $W$. For two nonnegative numbers $A$ and $B$, $AB\le(A^2+B^2)/2$. With $A=|x|/\sqrt C$ and $B=\sqrt L|i|$,

$$
\varepsilon L|xi|=\varepsilon\sqrt{LC}\,AB\le\eta W,\qquad
\eta=\varepsilon\sqrt{LC}. \tag{33}
$$

Consequently $(1-\eta)W\le V\le(1+\eta)W$. The lower bound is useful if $\eta<1$. This holds because $2L+\bar m^2C\ge2\sqrt2\,\bar m\sqrt{LC}$, again from the inequality between a product and a sum of squares. Thus $\eta\le m/(2\sqrt2\,\bar m)\le1/(2\sqrt2)$.

From $W\ge V/(1+\eta)$, (32) becomes $\dot V\le-\varepsilon V/(1+\eta)$. Multiplying by $e^{\varepsilon t/(1+\eta)}$ shows that $Ve^{\varepsilon t/(1+\eta)}$ cannot increase. Returning from $V$ to $W$ at both ends gives

$$
W(t)\le\frac{1+\eta}{1-\eta}\,W(0)\,
\exp\left(-\frac{\varepsilon t}{1+\eta}\right). \tag{34}
$$

This proves exponential stability at fixed offset, with (26) as a guaranteed basin. Starts outside that basin may also return. If $M$ is positive everywhere, $r$ can be chosen as large as desired and every start returns, although the guaranteed rate may depend on its energy.

For $q_0=150$ nC, the memristance is positive down to $q_m=100$ nC, so $r=50$ nC. The guaranteed basin energy is $(50\ \mathrm{nC})^2/(2\times100\ \mathrm{nF})=12.5$ nJ. Take $\rho=40$ nC, which corresponds to 8.00 nJ. The extreme memristances are $M(110\ \mathrm{nC})=21$ Ω and $M(190\ \mathrm{nC})=261$ Ω, whence

$$
\varepsilon=\frac{21}{0.020+261^2\times10^{-7}}\ \mathrm{s^{-1}}
=783\ \mathrm{s^{-1}},\qquad \eta=0.0248. \tag{35}
$$

At 2000 μs, (34) limits the energy to 1.82 nJ. Twelve starts with energy 8.00 nJ, equally spaced in phase, all stayed below the bound in the test. Their largest energy at that time was $1.7\times10^{-10}$ nJ. The bound is loose for two reasons. Near the equilibrium the energy decays on average at the rate $M_0/L=12500\ \mathrm{s^{-1}}$, whereas the least memristance of the interval would give only $m/L=2100\ \mathrm{s^{-1}}$. The inequalities used in the proof lower this further, to $\varepsilon/(1+\eta)=764\ \mathrm{s^{-1}}$.

### Disturbing the offset

A disturbance may also change $q_0$. Let the original rest charge be $\bar q$, with $M(\bar q)>0$, and choose $r$ so that $M(q)>0$ for $|q-\bar q|<2r$. If the new offset satisfies $|q_0-\bar q|<r$, then for $|x|<r$

$$
|x+q_0-\bar q|\le|x|+|q_0-\bar q|<2r. \tag{36}
$$

The same trap therefore works around the new equilibrium. The charge $x$ and current $i$ remain small, and so does $|q_m-\bar q|\le|x|+|q_0-\bar q|$. This is Lyapunov stability in the full three-variable space. It is not asymptotic stability, because $q_m$ tends to the new $q_0$ and not to $\bar q$.

In the example, a start with $x=10$ nC and an offset raised from 150 to 155 nC settled at $q_m=155.000$ nC. The loop remembers the shift.

### Negative and zero memristance

Let $M_0<0$. The reversed motion $z(s)=x(-s)$ has $dz/ds=-\dot x$ and $d^2z/ds^2=\ddot x$, so

$$
L\frac{d^2z}{ds^2}-M(z+q_0)\frac{dz}{ds}+\frac zC=0. \tag{37}
$$

Its memristance $-M$ is positive near $q_0$, and (34) applies to it. Reversed motions from a fixed small energy approach the equilibrium. Read forwards, they start arbitrarily close to the equilibrium and reach that fixed energy. The equilibrium is therefore unstable.

At $M_0=0$ the value of $M$ at one point does not decide. Put $q_0=0$ and compare $M=+bx^2$ with $M=-bx^2$. For the plus sign, (25) gives $\dot W=-bx^2i^2\le0$, so the energy cannot grow and the equilibrium is stable at this offset.

For the minus sign, $\dot W=bx^2i^2\ge0$. Suppose that a nonzero motion stayed bounded. Its energy would rise to a limit $W_\infty>0$, and the motion would have a limit point of that energy. By continuity in the starting point, the solution through the limit point would keep $W=W_\infty$, so that $xi=0$ at all times. Then $d(x^2)/dt=2xi=0$, $x$ is constant, $i=0$, and (23) gives $x=0$. This contradicts $W_\infty>0$. Every nonzero motion therefore leaves any bounded region, and the equilibrium is unstable.

For weak damping, the size of the effect follows from an average over one cycle. With $x=A\cos\theta$ and $i=-\omega_0A\sin\theta$, the energy is $W=A^2/(2C)$. The average of $\cos^2\theta\sin^2\theta=\tfrac14\sin^22\theta$ is $1/8$. Thus

$$
\frac{1}{2C}\frac{dA^2}{dt}=\mp\frac{b\omega_0^2A^4}{8},\qquad
\frac1{A^2(t)}=\frac1{A^2(0)}\pm\frac{bt}{4L}, \tag{38}
$$

where $\omega_0^2=1/(LC)$ was used and the upper sign belongs to $M=+bx^2$. For $A(0)=50$ nC and $t=800$ μs, the two terms on the right are $4\times10^{-4}$ and $2\times10^{-4}\ \mathrm{nC}^{-2}$. The predicted energy ratios are $4/6=0.667$ and $4/2=2$. Integration of the circuit gave 0.668 and 1.990.

### The oscillation on the unstable side

For $|q_0|<q_c$ in the example, the memristor supplies energy near the equilibrium and absorbs it at large charge. Expand

$$
M(q_0+x)=M_0+2bq_0x+bx^2. \tag{39}
$$

With the same trial motion, the averages of $\sin^2\theta$, $\cos\theta\sin^2\theta$ and $\cos^2\theta\sin^2\theta$ are $1/2$, $0$ and $1/8$. Zero net energy per cycle requires

$$
\omega_0^2A^2\left(\frac{M_0}{2}+\frac{bA^2}{8}\right)=0,\qquad
A=2\sqrt{q_c^2-q_0^2}, \tag{40}
$$

where $-M_0/b=q_c^2-q_0^2$. Smaller amplitudes gain energy on average and larger ones lose it, so at this order the oscillation attracts its neighbours.

The trial motion is nearly sinusoidal if all terms of (39) are small compared with $Z$. At $q_0=50$ nC, (40) gives 173.2 nC, and $bA^2=300$ Ω is close to $Z=316$ Ω. The condition is poorly met, yet the computed amplitude, taken as half the peak-to-peak charge, was 175.55 nC, 1.4 % above the estimate. With all of $M$ reduced tenfold and $L$, $C$ and $q_0$ held fixed, it was 173.23 nC.

### A bench emulator

The example's values are rough choices for a bench circuit with an inductor of some millihenries and a powered emulator. In the oscillation at $q_0=50$ nC, the peak memristor voltage is 1.04 V and the peak current 6.72 mA. The voltage is well inside an amplifier range of roughly 10 V.

A winding resistance $R_w$ adds $R_wi$ to (4), so $M$ is replaced by $M+R_w$. For 20 Ω, the threshold moves from 100 to $\sqrt{(100-20)/0.0100}=89.4$ nC. If the emulated voltage follows the current through a single-pole lag with a bandwidth of 1 MHz, the lag time is $\tau_b=1/(2\pi\times1\ \mathrm{MHz})=0.159$ μs. For a small motion proportional to $e^{\lambda t}$, $M_0$ is replaced by $M_0/(1+\lambda\tau_b)\approx M_0-\lambda M_0\tau_b$, which acts as a reduction of $L$ by $M_0\tau_b$. At $q_0=150$ nC this is 0.0199 mH, or 0.20 % of $L$, so the damping rate $M_0/(2L)$ rises by 0.20 %. This assumes that all of $M_0$ lags. If 100 Ω of it is an ordinary sensing resistor, as below, only the other 25 Ω lags, the reduction of $L$ is 0.0040 mH and the rate rises by 0.04 %.

The assumption that fails most seriously is conservation of $q_0$. The emulator stores $q_m$ in an integrator, which leaks with a time $\tau$ and has an input offset equivalent to a current $I$. For the adverse sign,

$$
\dot q_m=i-\frac{q_m}{\tau}-I. \tag{41}
$$

With the loop at rest, $q_m+I\tau$ decays as $e^{-t/\tau}$. Starting from $q_0>q_c$, the charge reaches $q_c$ after

$$
t_c=\tau\ln\frac{q_0+I\tau}{q_c+I\tau}. \tag{42}
$$

An input offset of 5 μV across a 100 Ω sensing resistor, counted as part of $M$, gives $I=50$ nA. With $\tau=1$ s, $I\tau=50$ nC and $t_c=\ln(200/150)$ s $=0.288$ s. This is about 1400 periods, ample time to observe the decay but not permanent stability. After $t_c$ the memristance is negative and any remaining disturbance grows. It stays negative here because $q_m$ tends to $-I\tau$ and $I\tau<q_c$. If $I\tau>q_c$, the charge later passes $-q_c$, the memristance turns positive again and the rest state regains its stability.

A faster case, with $\tau=5$ ms and $I=10$ μA, tested (42). The formula gives 1438.4 μs, and the energy of a small oscillation in the full circuit, sampled every 1 μs, was least at 1438 μs.

A physical resistive-switching device raises a different question. If its state relaxes, or depends on temperature or voltage as well as on transferred charge, the offset no longer fixes the resistance at rest. If the device voltage is $Ri$ with $R\ge0$ in every state, however, the loop energy still obeys $\dot W=-Ri^2\le0$. A real cell also has a parallel capacitance $C_p$, which can return energy so that $W$ rises for a time; then it is $W+C_pv^2/2$, with $v$ the cell voltage, that cannot increase, since its derivative is $-v^2/R$. A cell with an internal electromotive force acts as a source and is not covered by this argument. Drift then changes the rate of settling but does not make the rest state unstable. Loss of stability through drift requires a device that can supply power, such as the emulator above.

## Values computed for the example and the checks

```
Inductance L = 10.0 mH; capacitance C = 100.0 nF
a = 100.0 Ohm; b = 0.0100 Ohm/nC^2
Threshold charge q_c = 100.0 nC
sqrt(L/C) = 316.2 Ohm
Undamped frequency = 5.033 kHz
Lienard vs circuit, largest charge difference = 1.3e-08 nC
Lienard vs circuit, largest current difference = 3.6e-10 mA
Offset q_0 = 150.0 nC: M = 125.0 Ohm
  decay rate M/(2L) = 6250.0 1/s
  decay rate measured = 6250.0 1/s
  period measured = 202.69 us
Offset q_0 = 50.0 nC: M = -75.0 Ohm
  decay rate M/(2L) = -3750.0 1/s
  decay rate measured = -3750.0 1/s
  period measured = 200.10 us
Half-width of positive-M strip r = 50.0 nC
Guaranteed basin energy = 12.50 nJ
Bound test: start radius = 40.0 nC, energy = 8.00 nJ
  least, greatest M = 21.0, 261.0 Ohm
  epsilon = 783.2 1/s; eta = 0.0248 (no unit)
  bound on energy at 2000 us = 1.823 nJ
  largest computed energy there = 1.7e-10 nJ
Offset shifted by 5.0 nC: settled memristor charge = 155.000 nC
Cycle at q_0 = 50.0 nC, amplitude formula = 173.21 nC
  computed amplitude, full M = 175.55 nC
  computed amplitude, 0.1 M = 173.23 nC
  peak current = 6.72 mA
  peak memristor voltage = 1.04 V
M = +b x^2: energy ratio after 800 us = 0.668
M = -b x^2: energy ratio after 800 us = 1.990
Leak test: tau = 5.0 ms, drift = 10.0 uA
  crossing time formula = 1438.4 us
  computed energy minimum at = 1438.0 us
Emulator leak time = 1.0 s
Input offset = 5.0 uV; sense resistor = 100 Ohm
  equivalent drift current = 50.0 nA
  time until M changes sign = 0.288 s
Winding resistance = 20.0 Ohm: threshold = 89.44 nC
Emulator bandwidth = 1.0 MHz: damping change = 0.20 %
```
